# Contracted field and energy of a uniformly moving screw dislocation, part 2

A straight screw dislocation in an infinite, linear, isotropic solid lies along $z$ and glides along $x$ on the plane $y=0$ at constant speed $v$. We want the energy of its settled field. Units are SI, with energies per unit length of line also given in eV/nm.

The shear modulus is $\mu$, the density $\rho$, the Burgers vector length $b$, and the shear-wave speed $c=\sqrt{\mu/\rho}$. Further, $X=x-vt$, $\beta=v/c$ and $\gamma=1/\sqrt{1-\beta^2}$. In the coordinates $X'=\gamma X$ and $y$, with polar radius $r'$ and polar angle $\varphi$, the displacement along $z$ is $w=b\varphi/2\pi$. Subscripts on $w$ denote derivatives:

$$w_X=-\frac{b}{2\pi}\frac{\gamma y}{r'^2},\qquad w_y=\frac{b}{2\pi}\frac{\gamma X}{r'^2},\qquad w_t=-v\,w_X.$$

Summing the retarded waves from a moving slip front gives the same $w_t$, as a numerical check confirmed. At height $y$ the peak of $|w_X|$ has

$$\text{full width at half maximum}=\frac{2|y|}{\gamma}. \tag{9}$$

After the line starts, the first signal reaches a distance $R$ ahead, close to the slip plane, after

$$\bar s+a=\frac{\gamma^2(1+\beta)R}{c}=\frac{R}{c-v}, \tag{8}$$

where $a=\gamma^2R/c$ and $\bar s=\beta a$.

At rest the energy between radii $r_0$ and $R$ is $E_0=(\mu b^2/4\pi)\ln(R/r_0)$. Carrying the static field along unchanged, the rigid guess, would give $E_{\rm rigid}=E_0(1+v^2/2c^2)$. For the true field between the ellipses $r'=r_0$ and $r'=R$, $\int w_X^2\,dX\,dy=\gamma J$ with $J=E_0/\mu$. The elastic energy $V$ and kinetic energy $T$ of the dislocation's own field are

$$V=\frac{E_0}{2}\left(\gamma+\frac1\gamma\right),\qquad T=\frac{E_0}{2}\,\gamma\beta^2, \tag{10}$$

$$E=V+T=\gamma E_0=\frac{E_0}{\sqrt{1-v^2/c^2}}. \tag{11}$$

**Slow limit.** From $\gamma=1+\tfrac12\beta^2+\tfrac38\beta^4+\dots$ and $1/\gamma=1-\tfrac12\beta^2-\tfrac18\beta^4-\dots$ follow $V=E_0(1+\tfrac18\beta^4+\dots)$ and $T=\tfrac12E_0\beta^2+\dots$. To order $\beta^2$ the whole excess is kinetic, and the rigidly carried field gives the right energy to that order.

**Fast limit.** The ratio $T/V=\beta^2/(2-\beta^2)$ tends to 1, and both parts diverge as $v\to c$. The contraction raises both parts above the rigid guess. At $\beta=0.8$ that guess gives $1.32\,E_0$, of which $0.32\,E_0$ is kinetic. The correct value is $1.667\,E_0$, of which $0.533\,E_0$ is kinetic.

Direct quadrature of the energy densities, with strains and velocities obtained by differencing the displacement, gave:

| $v/c$ | $E/E_0$ | $V/E_0$ | $T/E_0$ |
|---|---|---|---|
| 0.10 | 1.0050 | 1.0000 | 0.0050 |
| 0.50 | 1.1547 | 1.0104 | 0.1443 |
| 0.80 | 1.6667 | 1.1333 | 0.5333 |
| 0.95 | 3.2026 | 1.7574 | 1.4452 |

### Which cutoffs are allowed?

The ellipses were chosen for convenience, and the result must not hang on that choice unnoticed. In laboratory polar coordinates $(r,\theta)$ around the line both strains are $1/r$ times a function of angle. The total energy density is then $D(\theta)/r^2$. Take an inner boundary $r=r_0h(\theta)$ and an outer boundary $r=Rh(\theta)$ with any common shape $h$. The energy is

$$\int_0^{2\pi}d\theta\,D(\theta)\int_{r_0h}^{Rh}\frac{dr}{r}=\ln\frac{R}{r_0}\int_0^{2\pi}D(\theta)\,d\theta .$$

The shape has dropped out. Two fixed circles thus give the same $\gamma E_0$ as two contracted ellipses. Quadrature with $R/r_0=50$ at the four speeds of the table confirmed this for both shapes to one part in a million.

If the shapes differ, a correction appears. A natural case is a core boundary that contracts with the field, $r'=r_0$, inside a fixed outer circle $r=R$. The extra region lies between the ellipse $r'=R$ and this circle. Write $k=1/\gamma$. On the circle $X=k\,r'\cos\varphi$ and $y=r'\sin\varphi$, so

$$r'=\frac{R}{\sqrt{k^2\cos^2\varphi+\sin^2\varphi}} .$$

The energy in $dX\,dy=k\,r'dr'd\varphi$ contains the angular weight

$$W=\gamma^2(1+\beta^2)\sin^2\varphi+\cos^2\varphi=\gamma^2-\gamma^2\beta^2\cos2\varphi ,$$

where half-angle formulas and $\gamma^2\beta^2=\gamma^2-1$ were used. Integrating over $r'$ gives

$$\Delta E=\frac{\mu b^2}{8\pi^2\gamma}\int_0^{2\pi}W(\varphi)\,L(\varphi)\,d\varphi,\qquad L=-\tfrac12\ln(k^2\cos^2\varphi+\sin^2\varphi).$$

With $q=(1-k)/(1+k)$ the argument of the logarithm factors as

$$k^2\cos^2\varphi+\sin^2\varphi=\left(\frac{1+k}2\right)^2(1-2q\cos2\varphi+q^2),$$

as multiplying out shows. The last factor is $|1-q\,e^{2i\varphi}|^2$, and the series of $\ln(1-u)$ gives

$$L=\ln\frac{2}{1+k}+\sum_{n\ge1}\frac{q^n}{n}\cos2n\varphi .$$

Only the constant and the $n=1$ term survive multiplication by $W$ and integration:

$$\int_0^{2\pi} WL\,d\varphi=2\pi\gamma^2\ln\frac2{1+k}-\pi\gamma^2\beta^2q .$$

Since $\beta^2=1-k^2$, the product $\beta^2q$ equals $(1-k)^2$, and

$$\Delta E=\frac{\mu b^2}{4\pi}\,\gamma\left[\ln\frac{2}{1+k}-\frac{(1-k)^2}{2}\right]. \tag{12}$$

At rest $k=1$ and the bracket is zero. Its derivative with respect to $k$ is $-k^2/(1+k)$, so it grows steadily with speed and approaches $\ln2-\tfrac12\approx0.19$ as $v\to c$. It is to be compared with $\ln(R/r_0)$, which is large when the cutoffs are far apart. The factor $\gamma$ multiplying the logarithm is thus independent of the shapes, while the full equality (11) needs like shapes.

### Momentum and mass

The motion of the strain pattern along $x$ carries the field momentum

$$P=-\rho\int w_tw_X\,dX\,dy=\rho v\,\gamma J=\gamma\,\frac{E_0}{c^2}\,v. \tag{13}$$

The atoms themselves move along $z$. $P$ belongs to the displacement of the pattern through the crystal; it is the momentum conjugate to the position of the line.

Two relations test it. The Lagrangian is

$$T-V=\frac{E_0\gamma}{2}(\beta^2-2+\beta^2)=-\gamma(1-\beta^2)E_0=-\frac{E_0}\gamma ,$$

and its derivative with respect to $v$ is $\gamma E_0v/c^2=P$. Next, $d\gamma/dv=\gamma^3v/c^2$ and $d(\gamma v)/dv=\gamma+\gamma^3\beta^2=\gamma^3$, hence

$$\frac{dE}{dv}=\frac{E_0\gamma^3v}{c^2}=v\,\frac{dP}{dv}.$$

If a force $F$ per length changes the speed so slowly that the field stays settled, the power balance $Fv=dE/dt$ becomes $F=dP/dt$. At low speed this is Newton's law with the mass per length

$$m_0=\frac{E_0}{c^2}. \tag{14}$$

This mass contains $\ln(R/r_0)$. It describes the field out to $R$, and during fast acceleration the outer part has not yet responded.

### Worked example: a line crossing an aluminium film

Consider a screw segment that threads an aluminium interconnect film 500 nm thick. Aluminium suits an isotropic model because its elastic anisotropy is weak. The inputs are rough typical values: $\mu=26$ GPa, $\rho=2700$ kg/m³, $b=0.286$ nm, a resolved shear stress $\tau=100$ MPa, and a drag coefficient $B=2\times10^{-5}$ Pa s from phonons near 300 K. The cutoffs are $r_0=b$ and $R=500$ nm.

When the line advances by $dx$, the stress does work $\tau b\,dx$ per unit length, so the driving force is $\tau b$. In steady glide it balances the drag $Bv$:

$$v=\frac{\tau b}{B}=\frac{(10^8\ \text{Pa})(0.286\times10^{-9}\ \text{m})}{2\times10^{-5}\ \text{Pa s}}=1430\ \text{m/s}.$$

The shear-wave speed is $c=\sqrt{26\times10^9/2700}=3103$ m/s. Hence $\beta=0.461$ and $\gamma=1/\sqrt{1-0.212}=1.127$.

For the energy, $\mu b^2/4\pi=1.056$ eV/nm and $\ln(500/0.286)=7.466$, so

$$E_0=1.0563\times7.466=7.89\ \text{eV/nm},\qquad E=1.127\times7.89=8.89\ \text{eV/nm},$$

or $1.42\times10^{-9}$ J/m for the moving line. The excess is 1.00 eV/nm. Of this, 0.94 eV/nm is kinetic, and the elastic part has risen only from 7.89 to 7.94 eV/nm, as the $\beta^4$ law suggests. The rest mass is $m_0=1.31\times10^{-16}$ kg/m. At a height of 10 nm above the slip plane the strain peak is about 18 nm wide, against 20 nm at rest.

### How much the model leaves out

**Cutoffs and core.** A factor of 2 in $R/r_0$ changes $E_0$ by 9.3 %. Free surfaces matter more than that. In a free-standing film with the line at right angles to it, the relaxation of the two surfaces reduces the effective outer radius to about a quarter of the film thickness. Since $\ln4/7.466\approx0.19$, this lowers $E_0$ by nearly a fifth. A substrate or an oxide changes this figure, and the example does not include the correction. Unlike cutoff shapes change $E$ by 0.7 %: upward for a contracted core inside a fixed circle, as in (12), and downward for a circular core inside a contracted outer boundary. The static strain $b/2\pi r$ reaches 5 % at $r=0.91$ nm, and 15.5 % of $E_0$ is stored between $r_0$ and that radius, where linear elasticity is doubtful. The absolute energy is therefore uncertain by a few tens of per cent. In an unbounded linear elastic solid the ratio $E/E_0=\gamma$ is free of the logarithm if the two cutoffs have like shapes; otherwise a small correction remains that depends on $R/r_0$. In a free-standing film the ratio is no longer exactly $\gamma$: the surfaces relax the elastic energy but not the kinetic energy of the motion along the line, so at low speed the excess is a larger fraction of the rest energy than $\gamma-1$, and it keeps growing with the logarithm of the lateral distance over which the field has spread. A free film also carries flexural waves slower than any glide speed (at 1430 m/s their wavelength is about six film thicknesses), so the line radiates into them and a steady field exists there only approximately. The core need not follow the ratio either.

**Crystal anisotropy.** Take rough cubic constants $C_{11},C_{12},C_{44}=107,61,28$ GPa, a line along $[1\bar10]$ and the glide plane (111). The plane normal to the line is a mirror plane, so the displacement can still be purely along the line. The shear stiffness is $C'=(C_{11}-C_{12})/2=23$ GPa for gradients along [110] and $C_{44}$ for gradients along [001]. Rotated to the glide direction and the glide-plane normal, these give stiffnesses $S_{xx},S_{xy},S_{yy}$ and the steady equation

$$(S_{xx}-\rho v^2)w_{XX}+2S_{xy}w_{Xy}+S_{yy}w_{yy}=0 .$$

It keeps the character of Laplace's equation while $S_{yy}(S_{xx}-\rho v^2)>S_{xy}^2$, that is, up to

$$c_{\rm lim}^2=\frac{S_{xx}S_{yy}-S_{xy}^2}{\rho S_{yy}}=\frac{C'C_{44}}{\rho\left(\tfrac23C'+\tfrac13C_{44}\right)} .$$

The determinant is unchanged by the rotation, and the plane normal has squared components $\tfrac23$ and $\tfrac13$ along [110] and [001]. The limit is 3110 m/s. Quadrature of the anisotropic field at 1430 m/s and at $0.8\,c_{\rm lim}$ gave the energy ratio $1/\sqrt{1-v^2/c_{\rm lim}^2}$. For the example it is 1.126 instead of 1.127, and the rest energy is 7.70 instead of 7.89 eV/nm.

**Temperature.** If the drag grows in proportion to absolute temperature and the stress is held at 100 MPa, then at 373 K the speed is lower and $\gamma=1.077$.

**The line left behind.** A gliding thread lays down a dislocation along the film bottom. For a thread at right angles to the film, that line runs along the glide direction, perpendicular to $b$, and is an edge dislocation. Its energy is estimated by the static isotropic value $E_0/(1-\nu)$, with Poisson ratio $\nu=0.35$ and the same cutoffs. Equating it to the work $\tau bh$ per unit advance for film thickness $h$ gives 13.6 MPa. Deducting this from the driving stress lowers $\gamma$ to 1.090. For the inclined thread that an in-plane film stress can drive (see below) the bottom line is of mixed type: in a film with a (111) surface it makes 60° with $b$, and the same kind of estimate gives about 12 MPa.

**Time to settle.** By (8) the field needs at least $R/(c-v)=299$ ps to reach 500 nm ahead, and the line glides 427 nm meanwhile. The drag relaxation time $m_0/B$ is only 6.6 ps, in which sound travels about 20 nm. The line would thus approach its final speed long before its outer field has settled, and the full $m_0$ should not be used for the start of the motion.

### Beside a real film

Stresses of the order of 100 MPa are plausible in aluminium metallization on silicon, where the two materials expand differently on heating. Such a stress lies in the film plane. It has no shear component along $b$ if the screw stands at right angles to the film, so the line must be inclined to be driven by it. If the stress is equal in all directions of the film plane, at most half of it is resolved on a slip plane, and the resolved 100 MPa of the example needs a film stress of at least 200 MPa. In aluminium films whose grains have a (111) plane parallel to the surface, a common texture, the largest resolved fraction is only 0.27, and about 370 MPa would be needed. An inclined line is also longer than the film is thick, which the example ignores. The speed of 1430 m/s describes free flight under that full stress. In a real film grain boundaries, other dislocations and the oxide stop the line, and the mean speed, waiting times included, can be far lower; $\gamma$ is then practically 1 for most of the time. The assumption of long uniform motion is doubtful too. If the grains are about as wide as the film is thick, the free path is close to the 427 nm needed for the first signals to get 500 nm ahead. Where the signals have not yet arrived, the field is still the static one around the starting point, and (11) does not describe that region. The motion adds 13 % to the rest energy in the example. The warmer film and the bottom line cut that addition to about 8 % and 9 % respectively, each taken alone. Radiation of lattice waves and any rise of the drag coefficient near $c$ are not included; both would take power from the applied stress and lower the speed. The main values of the example are listed in the numerical output.

## Calculated quantities

```
Field energy over rest energy, by quadrature:
  v/c=0.10 total=1.0050 elastic=1.0000 kinetic=0.0050
  v/c=0.50 total=1.1547 elastic=1.0104 kinetic=0.1443
  v/c=0.80 total=1.6667 elastic=1.1333 kinetic=0.5333
  v/c=0.95 total=3.2026 elastic=1.7574 kinetic=1.4452
Retarded-wave check, worst rel. error: 6.5e-07
Inputs (rough, aluminium film):
  shear modulus: 26 GPa
  density: 2700 kg/m3
  Burgers vector = inner radius: 0.286 nm
  film thickness = outer radius: 500 nm
  resolved shear stress: 100 MPa
  drag coefficient: 2.0e-05 Pa s
  Poisson ratio: 0.35
Results:
  shear-wave speed: 3103 m/s
  dislocation speed: 1430 m/s
  v/c: 0.4608
  gamma: 1.1268
  ln(R/r0): 7.466
  mu b^2/(4 pi): 1.056 eV/nm
  rest energy: 7.887 eV/nm
  moving energy: 8.886 eV/nm
  moving energy: 1.424e-09 J/m
  elastic part: 7.943 eV/nm
  kinetic part: 0.944 eV/nm
  excess over rest: 1.000 eV/nm
  rest mass per length: 1.312e-16 kg/m
  strain width 10 nm above, at rest: 20.00 nm
  strain width 10 nm above, moving: 17.75 nm
Neglected effects:
  cutoff ratio off by 2: 9.3 % of E0
  unlike cutoff shapes: 0.691 % of E
  radius where strain is 5 %: 0.91 nm
  energy inside that radius: 15.5 % of E0
  cubic C11, C12, C44: 107, 61, 28 GPa
  cubic limiting speed: 3110 m/s
  cubic rest energy: 7.698 eV/nm
  cubic E/E0: 1.1261
  gamma at 373 K (drag ~ T): 1.0767
  stress to lay down bottom line: 13.6 MPa
  gamma with that stress deducted: 1.0901
  field settling time R/(c-v): 299 ps
  glide distance in that time: 427 nm
  drag relaxation time m0/B: 6.56 ps
```
